# Worst-Case Thermoelastic Quality Factor of a Flexing Silicon Beam

## Problem

A slender silicon beam flexes at 300 K. Its long axis lies along [110]. One face is compressed and warms while the other is stretched and cools, and heat flowing between them damps the motion.

Use these rough typical constants: elastic stiffnesses \(c_{11}=166\), \(c_{12}=64\), \(c_{44}=80\) GPa; linear expansion coefficient \(\alpha=2.6\times10^{-6}\) K\(^{-1}\); density \(\rho=2330\) kg/m³; specific heat 710 J/(kg K); thermal conductivity \(k=150\) W/(m K).

(a) Find Zener's relaxation strength \(\Delta\), the relative excess of the adiabatic over the isothermal Young modulus.

(b) Find the smallest thermoelastic quality factor \(Q\) that any choice of frequency and thickness can give.

(c) A tuning-fork tine is 20 µm thick in the flexing direction, 40 µm wide and 700 µm long, clamped at both ends. How close is it to this worst case?

Here \(1/Q\) is the energy lost per cycle divided by \(2\pi\) times the peak stored energy.

## A tempting solution, which is wrong

Fast bending is adiabatic and slow bending is isothermal, so fast bending stores more energy by the fraction \(\Delta\). This excess is the part that heat flow can carry off. At worst all of it is lost in every cycle, so the loss per cycle is \(\Delta\,U\), with \(U\) the peak stored energy, and

\[
Q_{\min}=\frac{2\pi U}{\Delta\,U}=\frac{2\pi}{\Delta}.
\]

With \(\Delta=2.08\times10^{-4}\), found below, this gives \(3.0\times10^4\).

## The fault

The value of \(\Delta\) is right. The fault is to treat \(\Delta U\) as a stock that can be spent once per cycle.

Change the strain suddenly by \(\delta\) from thermal equilibrium, then hold it. The stress first changes by \(E_S\delta\), with \(E_S\) the adiabatic modulus, and relaxes to a change \(E\delta\), with \(E\) the isothermal one. The energy lost per volume is

\[
\tfrac12(E_S-E)\delta^2\simeq\tfrac12\Delta E\,\delta^2 .
\]

Now switch the strain between \(-\varepsilon_0\) and \(+\varepsilon_0\), waiting each time for equilibrium. Each jump has \(\delta=2\varepsilon_0\) and loses \(4\Delta\) times the energy \(\tfrac12E\varepsilon_0^2\). Two jumps per cycle lose \(8\Delta\) times that energy, so \(\Delta U\) is no upper limit. For sinusoidal motion the loss must be found from the phase lag between moment and curvature.

## The right solution

**Relaxation strength.** Let \(\theta\) be the small temperature change, \(\sigma\) the stress along the beam, \(\varepsilon\) the strain, \(s\) the entropy change per volume, and \(C\) the heat capacity per volume at constant stress. In a narrow beam the sideways stresses vanish, and linear thermoelasticity gives

\[
\varepsilon=\frac{\sigma}{E}+\alpha\theta,\qquad
s=\alpha\sigma+\frac{C\theta}{T}.
\]

The same \(\alpha\) appears twice because \(\varepsilon\) and \(s\) are derivatives of one thermodynamic potential. For adiabatic loading \(s=0\), so \(\theta=-\alpha T\sigma/C\), and

\[
\frac1{E_S}=\frac1E-\frac{\alpha^2T}{C}
\quad\Rightarrow\quad
\frac{E_S-E}{E}=\frac{\Delta}{1-\Delta}\simeq\Delta,\qquad
\Delta=\frac{E\alpha^2T}{C}.
\]

The modulus along [110] follows from the compliances

\[
s_{11}=\frac{c_{11}+c_{12}}{(c_{11}-c_{12})(c_{11}+2c_{12})},\quad
s_{12}=\frac{-c_{12}}{(c_{11}-c_{12})(c_{11}+2c_{12})},\quad
s_{44}=\frac1{c_{44}},
\]

which are 7.670, −2.134 and 12.500 TPa\(^{-1}\). A tension \(\sigma\) along [110] has crystal components \(\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=\sigma/2\). Hence \(\varepsilon_{xx}=\varepsilon_{yy}=(s_{11}+s_{12})\sigma/2\) and \(\varepsilon_{xy}=s_{44}\sigma/4\). The strain along the beam is \(\tfrac12(\varepsilon_{xx}+\varepsilon_{yy})+\varepsilon_{xy}\), so

\[
\frac1E=\frac{s_{11}+s_{12}}2+\frac{s_{44}}4
=2.768+3.125=5.893\ \text{TPa}^{-1},
\]

or \(E=169.7\) GPa. With \(C=2330\times710=1.654\times10^6\) J/(m³ K),

\[
\Delta=\frac{(169.7\times10^9)(2.6\times10^{-6})^2(300)}{1.654\times10^6}
=2.08\times10^{-4}.
\]

**Heat flow.** Let \(y\) run across the thickness \(h\) from the mid-plane, and let the strain be \(\varepsilon=\kappa y\) with \(\kappa\propto e^{i\omega t}\). Heat flow along the beam is neglected, since the beam is much longer than it is thick. The heat balance is \(T\dot s=k\theta''\), with primes for \(d/dy\). Inserting \(\sigma=E(\varepsilon-\alpha\theta)\) gives

\[
(C-E\alpha^2T)\dot\theta=k\theta''-E\alpha T\,y\,\dot\kappa .
\]

The bracket is \(C(1-\Delta)\), and \(\Delta\) is dropped beside one.

The faces are insulated, so \(\theta'=0\) at \(y=\pm h/2\). The source is odd in \(y\). Both conditions are met by \(\sin(m\pi y/h)\) with odd \(m\), whose slope at the faces is proportional to \(\cos(m\pi/2)=0\). Write \(y=\sum_m a_m\sin(m\pi y/h)\). Integration by parts gives

\[
\int_{-h/2}^{h/2}y\sin\frac{m\pi y}{h}\,dy
=\frac{2h^2}{m^2\pi^2}\sin\frac{m\pi}{2},
\]

and dividing by the norm \(h/2\) gives \(a_m=\dfrac{4h}{m^2\pi^2}\sin\dfrac{m\pi}2\).

Expand \(\theta\) likewise, with coefficients \(\theta_m\). With the diffusivity \(\chi=k/C\) and

\[
\tau_m=\frac{h^2}{m^2\pi^2\chi}=\frac{\tau}{m^2},\qquad \tau=\frac{h^2}{\pi^2\chi},
\]

the heat equation for each mode reads \((i\omega+1/\tau_m)\theta_m=-i\omega(E\alpha T/C)\kappa a_m\). Therefore

\[
\theta_m=-\frac{E\alpha T}{C}\,\kappa a_m\,\frac{i\omega\tau_m}{1+i\omega\tau_m}.
\]

**Bending moment.** Per unit width, using \(\int y\sin(m\pi y/h)\,dy=a_mh/2\),

\[
M=\int yE(\kappa y-\alpha\theta)\,dy
=\frac{Eh^3}{12}\kappa\left[1+\Delta\sum_{m\ \rm odd}f_m\frac{i\omega\tau_m}{1+i\omega\tau_m}\right],
\]

\[
f_m=\frac{12}{h^3}\,\frac h2\,a_m^2=\frac{96}{\pi^4m^4}.
\]

The weights sum to one, because \(\int y^2dy=h^3/12\) must equal \(\sum a_m^2h/2\). The first three are 0.986, 0.012 and 0.002.

Write \(M=K\kappa\) and let \(\kappa_0\) be the amplitude. The loss per cycle is \(\oint M\,d\kappa=\pi\kappa_0^2\,\mathrm{Im}K\), and the peak stored energy is \(\tfrac12\kappa_0^2\,\mathrm{Re}K\). Every slice of the beam has the same ratio, so to leading order in \(\Delta\)

\[
\frac1Q=\frac{\mathrm{Im}K}{\mathrm{Re}K}\simeq\Delta\,F(\omega\tau),\qquad
F=\sum_{m\ \rm odd}f_m\frac{\omega\tau_m}{1+\omega^2\tau_m^2}.
\]

**The worst case.** Since \((1-x)^2\ge0\), each factor \(x/(1+x^2)\) is at most \(\tfrac12\). The weights sum to one, so \(F\le\tfrac12\). All terms are positive, so at \(\omega\tau=1\) the first term alone guarantees \(F\ge48/\pi^4=0.4928\). Hence

\[
\frac2\Delta\le Q_{\min}\le\frac{\pi^4}{48\Delta},
\]

which is 9614 to 9755. Numerically the maximum is \(F=0.4942\) at \(\omega\tau=1.003\), giving \(Q_{\min}=9727\). With rough constants the answer to (b) is **about ten thousand**.

At the peak the loss per cycle is \(2\pi\Delta F\,U\simeq\pi\Delta U\), so the tempting estimate was too high by a factor close to \(\pi\). Thickness and conductivity enter through \(\tau\) alone: they move the peak in frequency but leave its height unchanged.

As a test, the heat equation was solved on 200 cells across the thickness, coupled to a freely decaying oscillator. At \(\omega\tau=0.1\), 1 and 10 the ring-down gave \(Q=49189\), 9726 and 46093, against 49191, 9727 and 46096 from the formula.

**The tine.** For free vibration with deflection \(w\), \((Eh^2/12)\,d^4w/dx^4=\rho\omega^2w\), so \(\omega=\beta^2h\sqrt{E/12\rho}\), where \(\beta\) is the wavenumber. The shape \(A(\cosh\beta x-\cos\beta x)+B(\sinh\beta x-\sin\beta x)\) satisfies the clamp at \(x=0\). Zero deflection and slope at \(x=L\) require

\[
(\cosh\beta L-\cos\beta L)^2-(\sinh^2\beta L-\sin^2\beta L)=0,
\]

that is \(\cos\beta L\cosh\beta L=1\), with lowest positive root \(\beta L=4.730\). Then

\[
f=\frac{(4.730)^2}{2\pi(700\times10^{-6})^2}(20\times10^{-6})
\sqrt{\frac{169.7\times10^9}{12\times2330}}\ \text{Hz}=358\ \text{kHz}.
\]

With \(\chi=0.907\) cm²/s, \(\tau=0.447\) µs and the thermal peak lies at 357 kHz. The tine sits almost on it, and within the model its thermoelastic \(Q\) is practically the minimum, about ten thousand. Shear deformation and rotary inertia, left out of the beam equation, lower the frequency to about 356 kHz and raise \(Q\) by about 1%, which does not change this conclusion.

## Away from the peak

For \(\omega\tau\ll1\) the beam is nearly isothermal and \(F\simeq\omega\tau\sum f_m/m^2=(\pi^2/10)\,\omega\tau\). A photonic nanobeam 220 nm thick and 10 µm long, with the same axis and clamping, vibrates at 19.3 MHz, while its thermal peak lies at 2.95 GHz for bulk conductivity. Its thermoelastic \(Q\) is then \(7.4\times10^5\). Thin films conduct less well; a rough 60 W/(m K) lengthens \(\tau\) and lowers \(Q\) to \(3.0\times10^5\). Both values are rough, because Fourier's law is doubtful when the thickness is comparable with phonon mean free paths.

For \(\omega\tau\gg1\) the beam is nearly adiabatic and \(F\) falls again, to 0.104 at \(\omega\tau=10\).

## What the number means for a real device

The tine's size and frequency are in the range of micromachined silicon resonators, and the constants are rough typical values. Since \(Q_{\min}\propto C/(E\alpha^2T)\), an error of 1% in \(\alpha\) moves it by 2%. Other conditions move it further:

- **Direction.** With the other constants held fixed, a narrow beam along [100] has \(Q_{\min}\) of about 12700, and one along [111] about 8700.
- **Width.** Take a plate lying in a (001) crystal plane, where \(E\) is the same along the length and the width for beams along [110] or [100]. If sideways strain is suppressed, as in a clamped plate much wider than it is long, then \(\sigma_x+\sigma_z=E\varepsilon/(1-\nu)\) drives the temperature, with \(\nu\) the Poisson ratio for contraction along the width. The adiabatic stress excess is \(E^2\alpha^2T\varepsilon/[C(1-\nu)^2]\), against an isothermal stress \(E\varepsilon/(1-\nu^2)\). Thus \(\Delta\) is multiplied by \((1+\nu)/(1-\nu)\). In this limit \(Q_{\min}\) is about 8600 along [110], where \(\nu=0.061\), and about 7100 along [100], where \(\nu=0.278\).
- **Temperature.** With rough slopes of \(9\times10^{-9}\) K\(^{-2}\) for \(\alpha\) and 0.9 J/(kg K²) for the specific heat, and \(E\) held fixed, the [110] value at 350 K is about 6400. A slope of \(7\times10^{-9}\) K\(^{-2}\) for \(\alpha\) would give about 6900.
- **Clamps.** About 7% of the tine's bending energy lies within \(h/\pi=6.4\) µm of the clamps, the decay length of the slowest thermal mode. Heat flow along the beam and into the supports matters there, but with the clamps held at 300 K it lowers the tine's total loss by only about 3%.

In air at atmospheric pressure, drag alone can hold \(Q\) to a few thousand and then outweighs the thermoelastic loss, which matters most at low pressure. There the largest omission can be sound radiated into the supports. Let each clamp exert a shear force \(V=EI\,w'''(0)\), with \(I=bh^3/12\), \(b\) the width and primes now for \(d/dx\). Suppose each support is a wide thin plate of thickness \(b\), pushed at its edge in its own plane, from which no sound returns. Its out-of-phase compliance is then about \(1/(Eb)\). Two clamps radiate \(\omega V^2/(Eb)\), the stored energy is \(\tfrac12EI\int w''^2dx\), and

\[
Q_{\rm support}\sim\frac{6\int_0^L w''^2dx}{h^3\,w'''(0)^2}\sim3\times10^3 .
\]

A single clamped beam of this shape, held by such plates, could therefore be limited by its supports and not by heat flow. A thick block has a much smaller out-of-phase compliance, roughly in the ratio of beam width to sound wavelength, and takes up far less sound. In a balanced fork the tines move oppositely and their shear forces largely cancel, so that the thermoelastic value can become the relevant one. The worst case found here is a floor only for the thermoelastic part, and only for a narrow beam along [110] at 300 K; other losses add to \(1/Q\) and can bring the total \(Q\) below it. The remaining figures are in the numerical output.

## Computed values

```
temperature: 300 K
c11, c12, c44: 166, 64, 80 GPa
expansion coefficient: 2.60 ppm/K
density: 2330 kg/m^3; specific heat: 710 J/(kg K)
heat capacity per volume C: 1.6543e+06 J/(m^3 K)
conductivity: 150 W/(m K); diffusivity: 0.9067 cm^2/s
s11, s12, s44: 7.670, -2.134, 12.500 1/TPa
[100]: E = 130.4 GPa, Delta = 1.598e-04, worst Q = 12660
[110]: E = 169.7 GPa, Delta = 2.080e-04, worst Q = 9727
[111]: E = 188.7 GPa, Delta = 2.313e-04, worst Q = 8749
first three weights: 0.98553, 0.01217, 0.00158
peak at omega*tau = 1.0028; F there = 0.4942
lower bound on max F, 48/pi^4: 0.4928
[110] bounds on worst Q: 9614 to 9755
[110] worst Q, formula: 9727; direct solution: 9726
omega*tau = 0.1: F = 0.09772, Q formula = 49191, Q ring-down = 49189
omega*tau = 1: F = 0.49418, Q formula = 9727, Q ring-down = 9726
omega*tau = 10: F = 0.10428, Q formula = 46096, Q ring-down = 46093
tine h, width, length: 20, 40, 700 um
relaxation time tau: 0.4470 us
thermal peak frequency: 357.1 kHz
clamped-beam root beta*L: 4.7300
tine frequency: 358.1 kHz; omega*tau: 1.0056
tine thermoelastic Q: 9727
adiabatic temperature swing at strain 1e-4: 8.00 mK
nanobeam h: 220 nm; length: 10 um
nanobeam frequency: 19.30 MHz
nanobeam thermal peak, bulk k: 2.95 GHz
nanobeam Q, bulk k: 7.43e+05
nanobeam Q, film k = 60 W/(m K): 2.97e+05
wide beam [100]: nu = 0.278, Delta ratio = 1.772, worst Q = 7145
wide beam [110]: nu = 0.061, Delta ratio = 1.130, worst Q = 8611
thermal decay length h/pi: 6.37 um
bending energy within h/pi of clamps: 7.0 %
slopes: alpha 0.009 ppm/K^2, c 0.9 J/(kg K^2)
at 350 K: alpha = 3.05 ppm/K, worst Q = 6443
gas pressure: 0.1 Torr; free path: 511 um
gas-limited Q (nitrogen): 7.35e+05
anchor-limited Q, single beam, order of magnitude: 3e+03
```
